# Transmission and Nonreciprocal Power Range of a Two-Port Kerr Resonator, part 2

A single standing-wave mode with an intensity-dependent frequency can transmit differently in its two directions if its port couplings are unequal. The problem asks what this costs in transmission. One port is driven at a time, at frequency $\omega$: port 1 is forward, port 2 backward. Light passes between the ports only through the mode, and there is no internal loss until part (i).

The stored energy $U$ leaks into the ports at rates $\gamma_1>\gamma_2$, with $\gamma=\gamma_1+\gamma_2$, and lowers the resonance frequency from $\omega_0$ to $\omega_0-\xi U$. Fields vary as $e^{-i\omega t}$ times a slow amplitude. The mode amplitude $a$ has $|a|^2=U$, the input $s_j$ has $|s_j|^2=P_j$ (power), and $\Delta=\omega_0-\omega$. Any consistent units serve:

$$\frac{da}{dt}=-\left[i(\Delta-\xi|a|^2)+\frac{\gamma}{2}\right]a+\sum_j\sqrt{\gamma_j}\,s_j,\qquad s_j^{\rm out}=-s_j+\sqrt{\gamma_j}\,a. \tag{1}$$

With $d=2\Delta/\gamma$, $u=2\xi U/\gamma$ and $x=8\xi\gamma_jP_j/\gamma^3$, the steady states and the transmission $T$ obey

$$T=\frac{4\gamma_1\gamma_2}{\gamma^2}\,\frac{1}{1+(d-u)^2}. \tag{2}$$

$$x=u\left[1+(d-u)^2\right]. \tag{3}$$

With $\tau=\gamma t/2$ and $b=a\sqrt{2\xi/\gamma}$, a small deviation $\delta$ from a steady state $b_0$ obeys, with $D=d-2u$,

$$\frac{d\delta}{d\tau}=-(1+iD)\delta+ib_0^2\delta^* . \tag{5}$$

For $d>\sqrt3$ the turning points are

$$u_\mp=\frac{4d\mp\sqrt{16d^2-12(d^2+1)}}{6}=\frac{2d\mp\sqrt{d^2-3}}{3}. \tag{6}$$

The resonator jumps up at $x_\uparrow=x(u_-)$ and down at $x_\downarrow=x(u_+)$; between these drives a low and a high state are both stable.

When each power is raised slowly from zero, the range in which port 1 has jumped and port 2 has not has the edge ratio $K=\gamma_1/\gamma_2$, and

$$\boxed{\,T\le\frac{4K}{(1+K)^2}\,} \tag{9}$$

with equality at the peak, $u=d$, where $x=d$. Part (f) showed that for $\sqrt3<d<2$ the peak lies inside the range if $K>d/x_\uparrow$. For $d>2$ the upward jump carries the resonance past the laser, and more power carries it further.

### (g) The high state survives when the power is lowered again. Does (9) hold if the range is widened in this way?

**Solution.** Suppose that port 1 is first driven above its jump and then turned down. It stays in the high state until $x_\downarrow$. For port 2 the power is still raised from zero. The range of different states now extends from $\gamma^3x_\downarrow/(8\xi\gamma_1)$ to $\gamma^3x_\uparrow/(8\xi\gamma_2)$, with the ratio

$$R=K\frac{x_\uparrow}{x_\downarrow}>K .$$

The limit (9) remains true with $K=\gamma_1/\gamma_2$, but it becomes false if $R$ is written in place of $K$. One case shows this. For $d=3$, (6) gives $u_\mp=(6\mp\sqrt6)/3$, so $d-u_\mp=(3\pm\sqrt6)/3$ and

$$1+(d-u_\mp)^2=\frac{9+15\pm6\sqrt6}{9}=\frac{8\pm2\sqrt6}{3}.$$

Multiplying by $u_\mp$,

$$x_{\uparrow,\downarrow}=\frac{(6\mp\sqrt6)(8\pm2\sqrt6)}{9}=\frac{36\pm4\sqrt6}{9},\qquad R=K\,\frac{9+\sqrt6}{9-\sqrt6}.$$

For $K=3$ this is $R=5.244$. The peak lies at $x=3$, between $x_\downarrow$ and $x_\uparrow$, so it can be held after an overshoot. At the same power port 2 has $x=1$, which is below $x_\downarrow$, so it is in the low state. The transmission at the peak is 0.750, whereas $4R/(1+R)^2=0.538$.

Time integration of (1) confirms the role of preparation. With the input amplitude first raised to 1.5 times its final value, the forward transmission settled at 0.750. Without the overshoot it settled at 0.0955 at the same final power. The backward transmission was 0.080. When the overshoot was followed by a power 2% below the downward jump, the high state was lost. A quoted range ratio can therefore be used in (9) only if both edges are jumps of the same kind, as they are when both powers are raised from zero. A ratio of an upward to a downward jump power is not $\gamma_1/\gamma_2$.

### (h) Work out the power range and the transmissions for a silicon nitride cavity with $K=3$ and $d=1.9$.

**Solution.** The cavity is a waveguide section between two reflectors, with rough typical material values: wavelength 1550 nm, index $n=2.0$ and Kerr index $n_2=2.4\times10^{-15}$ cm²/W. The mode area is $A=1.0$ µm² and the length $L=30$ µm. The quality factor due to the ports is $Q=\omega/\gamma=10^5$.

The shift $\xi$ comes from first-order perturbation theory. The squared mode frequency is the ratio of $\int|\nabla\times\mathbf E|^2/\mu_0$ to $\int\varepsilon|\mathbf E|^2$, and is stationary with respect to small changes of the field. A small change of permittivity therefore acts through the denominator alone. With $\delta\varepsilon/\varepsilon=2\,\delta n/n$,

$$\frac{\delta\omega}{\omega}=-\frac12\frac{\int\delta\varepsilon|\mathbf E|^2}{\int\varepsilon|\mathbf E|^2}=-\frac{\int(\delta n/n)\,w}{\int w},$$

where $w=\varepsilon|\mathbf E|^2/2$ integrates to $U$, the electric and magnetic energies being equal. The index change is $\delta n=n_2I$, with $I=cw/n$ the intensity of a travelling wave of the same field strength. Hence

$$\xi=\frac{\omega c\,n_2}{n^2V},\qquad V=\frac{\left(\int w\right)^2}{\int w^2}.$$

I take $w$ uniform over $A$ and proportional to $\sin^2$ along $L$. The means of $\sin^2$ and $\sin^4$ are $1/2$ and $3/8$, so $V=AL(1/4)/(3/8)=2AL/3=20$ µm³. This gives $\xi/2\pi=0.174$ GHz/pJ. The field inside the reflectors is neglected here. If they are gratings, the field extends into them and $V$ is larger, by about 40% for quarter-wave layers whose indices differ by 0.1 (2.0 and 1.9). At the same $Q$ the Kerr powers below then rise by the same factor.

The linewidth is $\gamma/2\pi=1.934$ GHz, or 8.00 µeV. Since $\Delta/\omega=d/(2Q)$, the laser is tuned to the long-wavelength side by

$$\frac{\lambda d}{2Q}=\frac{1550\ \text{nm}\times1.9}{2\times10^5}=14.7\ \text{pm}.$$

At the peak $\xi U=d\gamma/2$, so

$$U=\frac{1.9}{2}\times\frac{1.934\ \text{GHz}}{0.1740\ \text{GHz/pJ}}=10.56\ \text{pJ}.$$

There $\gamma_1P=U\gamma^2/4$, and $\gamma_1=3\gamma/4$ for $K=3$. The energy lifetime is $1/\gamma=0.0823$ ns, so

$$P=\frac{U\gamma}{3}=\frac{10.56\ \text{pJ}}{3\times0.0823\ \text{ns}}=42.8\ \text{mW}.$$

The jump has $u_-=1.006$ and $x_\uparrow=1.810$. Power is proportional to $x$, so the lower edge is $42.79\times1.810/1.9=40.8$ mW, and the upper edge is three times that, 122.3 mW. The condition of part (f) is $K>1.9/1.810=1.05$, which is met.

At 42.8 mW the forward transmission is the limit, $4\times3/16=0.750$. Backward, $x=1.9/3$, and the only real root of (3) is $u=0.157$. Then

$$T_{\rm back}=\frac{0.750}{1+(1.9-0.157)^2}=0.186,$$

and the isolation is $10\log_{10}(0.750/0.186)=6.1$ dB. Time integration gave the same two transmissions. It also placed the jump of each port within 2% in power of the predicted edge.

The isolation does not persist over the whole range. From (2) and (3), $T$ equals the limit times $u/x$. Just below the upper edge the forward state has $u=2.851$ and $x=3\times1.810$, so $T=0.39$. The backward state, about to jump, has $u=1.006$ and $x=1.810$, so $T=0.42$. The states still differ, but the backward transmission is slightly the larger. The ratio $K$ measures where the two directions occupy different branches, not where the isolation is good.

### (i) Which neglected effects matter for this cavity, and what do they do to the limit?

**Solution.** Consider first the steady effects that depend on the stored energy alone. Let there be an internal loss rate $\gamma_0(U)\ge0$ and a frequency shift $g(U)$ in place of $\xi U$. The steps of part (b) then give

$$\gamma_jP_j=U\left[(\Delta-g)^2+\frac{(\gamma+\gamma_0)^2}{4}\right],\qquad T=\frac{\gamma_1\gamma_2}{(\Delta-g)^2+(\gamma+\gamma_0)^2/4}.$$

The port still enters through $\gamma_jP_j$. If both directions jump at the first maximum of this drive, the ratio of the jump powers remains $\gamma_1/\gamma_2$, and

$$T\le\frac{4\gamma_1\gamma_2}{(\gamma+\gamma_0)^2}\le\frac{4K}{(1+K)^2},$$

with the smallest value of $\gamma_0$ in the middle expression. Such effects may lower the transmission but cannot lift it above (9).

**Intrinsic loss.** For an intrinsic quality factor of $2\times10^6$, $\gamma_0/\gamma=0.05$, and the peak falls from 0.750 to $0.750/1.05^2=0.680$. Time integration with this loss gave the same value. At fixed laser frequency, the detuning in half-linewidths drops to $1.9/1.05=1.81$. This still exceeds $\sqrt3$, so the jumps remain. With $\gamma_0/\gamma$ above $1.9/\sqrt3-1\approx0.10$ they would vanish.

**Heating.** Suppose that absorption alone would give a quality factor $10^8$, and that the thermal resistance is $10^4$ K/W. At the stored energy of part (h), the absorbed power $\omega U/10^8$ would warm the cavity by 1.3 K in the steady state. With $dn/dT=2.5\times10^{-5}$ K⁻¹ the thermal shift is 1.69 times the Kerr shift and has the same sign. Being proportional to $U$, it replaces $\xi$ by $2.69\,\xi$. The ratio $K$ and the limit are unchanged, while all powers fall by the factor 2.69; the working power becomes about 16 mW. The stored energy at the peak falls by the same factor, so the actual steady warming there is about 0.48 K. With a heat capacity of 2 J/(cm³ K) in the volume $AL$, the thermal time, which is the thermal resistance times the heat capacity of that volume, is about 600 ns. The purely Kerr values of part (h) thus apply only in a narrow window of pulse lengths, and only if the cavity cools between pulses. The working power is just 5% above the jump, where the response is slow: after a step to 42.8 mW the forward transmission is 0.46 at 1 ns and has settled at 0.75 by 5 ns, some 60 lifetimes. With a thermal shift that relaxes in 600 ns, the forward transmission has dropped to 0.74 at 30 ns and 0.72 at 60 ns, and the lower edge to about 39 and 37 mW. The window is roughly 5 to 10 ns.

**Strong fields.** The optical field at the antinodes is 2.0 MV/cm. Two photons carry 1.60 eV together, well below the band gap of silicon nitride, roughly 5 eV, so two-photon absorption is left out. In silicon, with a gap near 1.1 eV, it is allowed. The carriers it creates respond with a delay, and the static argument above does not cover their dynamics.

**Other modes.** The strong wave can feed pairs of neighbouring modes. With mode number $m$ and position angle $\theta$, $\sin(m+1)\theta\,\sin(m-1)\theta=\frac12(\cos2\theta-\cos2m\theta)$. Multiplying by $\sin^2m\theta=\frac12(1-\cos2m\theta)$ and averaging leaves $\frac14\times\frac12=\frac18$. This is one third of the self-interaction average $3/8$. A pair with the same loss and frequency mismatch $\mu$, in half-linewidths, therefore obeys (5) with $D\to\mu$ and $b_0^2\to b_0^2/3$. Its growth rate is the real part of $-1+\sqrt{u^2/9-\mu^2}$, which is positive only for $u>3$. The largest $u$ in the range is 2.85, so these pairs stay below threshold, by a small margin at the upper edge.

**Both directions at once.** Let the forward wave sit at its peak, and send in a weak probe at a frequency higher by $\Omega$ half-linewidths. Add a source $\sigma e^{-i\Omega\tau}$ to (5) and put $\delta=pe^{-i\Omega\tau}+qe^{i\Omega\tau}$. Matching the two frequencies, and conjugating the second relation,

$$(1-i\Omega+iD)p-ib_0^2q^*=\sigma,\qquad(1-i\Omega-iD)q^*=-ib_0^{*2}p .$$

Eliminating $q^*$, and using $u=d$ and $D=-d$ at the peak,

$$\frac p\sigma=\frac{1-i\Omega-iD}{(1-i\Omega)^2+D^2-u^2}=\frac{1-i\Omega+id}{(1-i\Omega)^2}.$$

The probe transmission is $(4\gamma_1\gamma_2/\gamma^2)|p/\sigma|^2$, which is the same for a probe entering at either port. At $\Omega=1$ it equals $0.750\times(1+0.9^2)/4=0.339$, and time integration with the probe at port 2 agrees. Closer to the forward frequency the probe is even amplified, at the expense of the forward wave: at $\Omega=0.5$ the same formula gives 1.42. The device therefore does not isolate against a weak backward signal while the forward wave is on.

**Comparison with real devices.** The index and Kerr index are near usual values for silicon nitride. An intrinsic quality factor of $2\times10^6$ is probably favourable for a short cavity between reflectors, and tens of milliwatts in the waveguide is a high but usable power. The thermal resistance and the absorption are estimates that vary strongly with design and film. For the numbers assumed, loss moves the peak transmission from 0.75 to 0.68 and the working power from 43 to 47 mW. Steady heating alone would lower that power to about 16 mW, and both effects together give about 17.5 mW.

### (j) Does the result survive without the single-mode equation?

**Solution.** Solve the one-dimensional wave equation

$$E''=-k^2(1+\chi|E|^2)E$$

between two thin lossless sheets, with linear space outside. A sheet of strength $\sigma$ makes the slope of the field jump by $-k^2\sigma E$. For a unit incident wave, continuity gives $1+r=t$, and the slope condition is

$$ikt-ik(1-r)=2ik(t-1)=-k^2\sigma t .$$

So $t=1/(1-ik\sigma/2)$ and $|t|^2=1/[1+(k\sigma/2)^2]$. Light inside strikes both sheets equally often, so the leakage rates are in the ratio of the two values of $|t|^2$.

Sheets of strength 20 and 35, about half a wavelength apart (lengths in units where $k\approx1$), have a leakage ratio of 3.043. Integrating from the transmitted wave back to the incident one at $d=2.5$ gave upward jump powers in the ratio 3.053. The peak transmission was 0.7435 from both sides, equal to $4K/(1+K)^2$ at that $K$ to the four digits given. As part (f) shows, at this detuning the peak is reached only by lowering the power again after the jump. The ratio of upward to downward jump power was 1.354, against 1.363 from (6) and (3). Differences below 1% are compatible with the neglect, in (1), of corrections of the order of the sheet transmission, here about 0.01 for the leakier sheet. The remaining values are in the numerical output.

## Numbers as computed

```
Wave equation: K from jump powers = 3.0527
Wave equation: K from mirror leakage = 3.0429
Wave equation: peak T from port 1, 2 = 0.7435, 0.7435
Wave equation: bound at its K = 0.7435
Wave equation: up/down jump ratio at d = 2.5: 1.3536, formula 1.3632
Wavelength = 1550 nm, index = 2.0
Kerr index = 2.4e-15 cm2/W
Mode area = 1.0 um2, length = 30 um
Kerr volume = 20.0 um3
Coupling Q = 1.0e+05, intrinsic Q = 2.0e+06
K = 3.0, detuning d = 1.9
Linewidth gamma/2pi = 1.934 GHz = 8.00 micro-eV
Laser red detuning = 14.72 pm
Kerr shift xi/2pi = 0.1740 GHz/pJ
Upward jump: u = 1.0063, x = 1.8100
Downward jump: u = 1.5270, x = 1.7394
Power range = 40.76 to 122.29 mW
Working power = 42.79 mW
Stored energy forward = 10.56 pJ
Least K to reach the bound at this d = 1.0497
Forward T: formula 0.7500, time run 0.7500
Backward u = 0.1568
Backward T: formula 0.1857, time run 0.1857
Isolation = 6.06 dB
Bound at K = 1.5: T = 0.9600
Bound at K = 2.0: T = 0.8889
Bound at K = 5.0: T = 0.5556
Bound at K = 10.0: T = 0.3306
Best T/bound in range, d = 1.8: 1.0000
Best T/bound in range, d = 2.5: 0.8804
Best T/bound in range, d = 3.0: 0.7139
Overshoot, d = 3.0: range ratio R = 5.244
Overshoot: T = 0.7500, 4R/(1+R)^2 = 0.5380
No overshoot, same power: T = 0.0955
Overshoot case, backward T = 0.0800
Peak T with intrinsic loss = 0.6803, time run 0.6803
d with intrinsic loss = 1.8095
Probe T at offset gamma/2, forward on: 0.3394, time run 0.3394
Peak optical field = 1.99 MV/cm
Two-photon energy = 1.600 eV
Absorption Q = 1e+08, thermal resistance = 1e+04 K/W
dn/dT = 2.5e-05 1/K, heat capacity = 2.0 J/(cm3 K)
Steady heating = 1.28 K
Steady thermal shift / Kerr shift = 1.69
Thermal time = 600 ns, energy lifetime = 0.0823 ns
Power ramp in time run = 33.1 ns
Largest u in range = 2.851, sideband threshold u = 3.000
```
